# Tapering an End-Fed Power Rail for Least End-Point Voltage Drop

A power rail of constant width gives its last micrometre as much metal as its first, although almost no current reaches the far end. The metal is badly placed, and the last circuit on the rail pays for it in supply voltage. The obvious remedy, a width proportional to the local current, does not help: at equal metal area its end-point drop equals that of the constant-width rail. The width that minimizes this drop follows the square root of the local current. For a uniform load it lowers the drop to 8/9 of the constant-width value.

## Model and conventions

The rail runs from the feed at $x=0$ to its end at $x=L$. It has thickness $t$, resistivity $\rho$ and width $w(x)>0$. The loads draw a steady current $j$ per unit length, independent of the local voltage. The quantity held fixed in every comparison is the metal area seen from above,

$$A=\int_0^L w\,dx .$$

The thickness is also fixed, so fixed area means fixed metal volume. Current flow is treated as one-dimensional, and $\rho$ does not depend on width. Only the supply rail is counted; an identical return rail with the same current doubles the total drop.

Charge conservation gives $dI/dx=-j$, because each length $dx$ gives up a current $j\,dx$. No current leaves through the end, so $I(L)=0$ and

$$I(x)=j(L-x).$$

A slice of length $dx$ has resistance $\rho\,dx/(tw)$. With $D(x)$ the voltage lost between the feed and $x$, counted positive,

$$D(x)=\frac{\rho}{t}\int_0^x\frac{I(x')}{w(x')}\,dx' .$$

The integrand is positive before the end, so $D$ grows along the rail. The end point has the largest drop, and minimizing $D(L)$ minimizes the worst drop on the rail.

## The square-root law

The task is to minimize $\int I/w\,dx$ at fixed $\int w\,dx$. With a multiplier $\mu$ for the area, consider $\int(I/w+\mu w)\,dx$. A small change $\eta(x)$ of the width changes it by

$$\int_0^L\left(-\frac{I}{w^2}+\mu\right)\eta\,dx .$$

This vanishes for every $\eta$ only if $I/w^2=\mu$, hence

$$w_*(x)=c\sqrt{I(x)},\qquad c=\frac{1}{\sqrt\mu}=\frac{A}{\int_0^L\sqrt I\,dx}.$$

The value of $c$ comes from the area condition. Physically, a small patch of extra metal at $x$ lowers the end-point drop by $\rho I/(tw^2)$ per unit area. At the optimum this benefit is the same everywhere, so moving metal from one place to another gains nothing to first order.

Stationarity alone does not show that this is the least value. Compare $w_*$ with any other positive width $w$ of the same area. Since $I=w_*^2/c^2$,

$$\int_0^L\frac{I}{w}dx-\int_0^L\frac{I}{w_*}dx
=\frac1{c^2}\int_0^L\left(\frac{w_*^2}{w}-w_*\right)dx .$$

The areas are equal, so $\int(w-w_*)\,dx=0$ may be added inside the bracket:

$$\frac{w_*^2}{w}-w_*+(w-w_*)=\frac{w_*^2-2ww_*+w^2}{w}=\frac{(w-w_*)^2}{w}.$$

Therefore

$$\int_0^L\frac{I}{w}dx-\int_0^L\frac{I}{w_*}dx=\frac1{c^2}\int_0^L\frac{(w-w_*)^2}{w}\,dx\ \ge 0 .$$

The minimum is global, and any other width profile is worse. The proof did not use the linear form of $I(x)$. It holds for any prescribed load for which the current flows away from the feed all along the rail. The least drop is then

$$D_{\min}=\frac{\rho}{tA}\left(\int_0^L\sqrt I\,dx\right)^2 .$$

The identity also gives the cost of an imperfect layout. Write $w=w_*(1+\epsilon)$. The excess is $c^{-2}\int w_*\epsilon^2/(1+\epsilon)\,dx$, while the minimum itself is $\int I/w_*\,dx=c^{-2}\int w_*\,dx$. The relative excess is thus the average of $\epsilon^2/(1+\epsilon)$, weighted by the optimal width. Width errors of 10 % that leave the area unchanged cost about 1 % in drop.

## Uniform load: the factor 8/9

Let $u=1-x/L$, which is also the local current divided by the total current $jL$. Let $g=wL/A$ be the width divided by the mean width. The area condition becomes $\int_0^1 g\,du=1$. Substituting $I=jLu$, $w=gA/L$ and $|dx|=L\,du$ gives

$$D(L)=D_0\int_0^1\frac{u}{g}\,du,\qquad D_0=\frac{\rho jL^3}{tA}.$$

For constant width, $g=1$ and the integral is $1/2$. For the square-root taper, $g=k\sqrt u$, and $\int_0^1k\sqrt u\,du=2k/3=1$ fixes $k=3/2$. The optimal width is therefore

$$w_*(x)=\frac{3A}{2L}\sqrt{1-\frac xL},$$

and its drop is

$$D_*(L)=D_0\int_0^1\frac23\sqrt u\,du=\frac49D_0 .$$

The ratio to constant width is $(4/9)/(1/2)=8/9$.

Since $D(L)$ is proportional to $1/A$ for a given shape, the gain can be taken as metal instead. Setting $(4/9)/A'=(1/2)/A$ gives $A'=8A/9$: the taper reaches the constant-width drop with one ninth less metal.

**Points before the end.** Integrating from the feed to a point $u$ gives

$$D_*=\frac49D_0\left(1-u^{3/2}\right),\qquad D_{\rm const}=\frac12D_0\left(1-u^2\right).$$

Their difference, $D_{\rm const}-D_*$, is $D_0$ times

$$\Delta(u)=\frac1{18}-\frac{u^2}{2}+\frac49u^{3/2}.$$

Here $\Delta(0)=1/18$ and $\Delta(1)=0$. The derivative $\Delta'=\sqrt u\,(2/3-\sqrt u)$ is positive for $0<u<4/9$ and negative above. So $\Delta$ first rises and then falls to zero at the feed, and is positive for $0\le u<1$. No load is worse off with the taper.

**Current density.** The density $I/(tw)$ is proportional to $u/g$. This is $u$ for constant width and $\tfrac23\sqrt u$ for the taper. Both peak at the feed, where the taper has $2/3$ of the constant-width value. In the far part, $u<4/9$, the taper has the higher local density, but it stays below its own peak.

**Heat.** The power lost in the rail is

$$P=\int_0^L\frac{\rho I^2}{tw}\,dx=jL\,D_0\int_0^1\frac{u^2}{g}\,du .$$

The integral is $1/3$ for constant width and $\tfrac23\int_0^1u^{3/2}du=4/15$ for the taper, a ratio of $4/5$. The same ratio applies to the drop averaged over the loads. Indeed $P=\int I\,dD$, and integration by parts gives $P=j\int_0^LD\,dx$, because $D$ vanishes at the feed and $I$ at the end.

## Why width proportional to current does not help

Take the family $g=(1+p)u^p$ with $-1<p<2$, which has unit mean width. Its end-point drop is

$$\frac{D(L)}{D_0}=\frac1{1+p}\int_0^1u^{1-p}du=\frac1{(1+p)(2-p)} .$$

The denominator equals $\tfrac94-(p-\tfrac12)^2$. It is largest at $p=1/2$ and symmetric about that value, so $p=1$ gives the same drop, $D_0/2$, as $p=0$. The linear taper keeps the current density uniform, but it takes too much metal from the far end.

The linear taper answers a different question. To minimize heat at fixed area, replace $I$ by $I^2$ in the proof above; the optimal width is then proportional to $I$. With $g=2u$ the heat integral is $1/4$, which is $3/4$ of the constant-width value. The designer must decide whether the end-point voltage or the total loss is the quantity to minimize.

## Minimum width

The ideal width vanishes at the end and cannot be manufactured there. Let the smallest permitted width be $m$ times the mean width, with $0<m<1$. At each point, $u/g+\mu g$, with $\mu$ now in reduced units, falls as $g$ increases up to $\sqrt{u/\mu}$ and rises beyond it. Its least value on $g\ge m$ therefore lies at

$$g=\max(m,\,c\sqrt u),$$

where $c=1/\sqrt\mu$ is now dimensionless. This choice minimizes $\int(u/g+\mu g)\,du$ over all permitted widths. Among those of equal area the term $\mu\int g\,du$ is the same, so it also minimizes the drop.

Let the two forms meet at $u=r^2$, so that $m=cr$, and set $q=r^3$. The area condition reads

$$1=cr\cdot r^2+\frac{2c}{3}(1-r^3)=\frac{c(2+q)}3 .$$

Hence

$$c=\frac3{2+q},\qquad m=\frac{3r}{2+r^3}.$$

The drop has one part from each region:

$$\frac{D(L)}{D_0}=\frac{r^4}{2cr}+\frac{2}{3c}(1-r^3)=\frac{4-q}{6c}=\frac{(2+q)(4-q)}{18}.$$

Dividing by $1/2$ gives the ratio to constant width,

$$R=\frac{(2+q)(4-q)}9 .$$

It tends to $8/9$ as $m\to0$ and to 1 as $m\to1$, where no freedom is left. For small $m$, $r\approx2m/3$ and $R\approx8/9+16m^3/243$. The cubic dependence makes a modest minimum width cheap: it affects a short piece that carries little current.

To find $r$, iterate $r\leftarrow m(2+r^3)/3$ from $r=2m/3$. In a case where the limit matters, $m=0.7$, the formula gives $R=0.9142$. Direct numerical minimization over 40 widths, without the square-root law as input, gives the same four digits.

## A few discrete widths

Divide the rail into $N$ pieces of equal length, each with constant relative width $g_k$. The mean relative current in piece $k$, counted from the far end, is

$$\bar u_k=\frac{k+1/2}{N},\qquad k=0,\ldots,N-1 .$$

Because $g_k$ is constant within a piece, the drop is the sum

$$\frac{D(L)}{D_0}=\frac1N\sum_k\frac{\bar u_k}{g_k},\qquad \frac1N\sum_kg_k=1 .$$

This is the earlier problem with sums in place of integrals, and the same completed square proves the result:

$$g_k=\frac{\sqrt{\bar u_k}}S,\qquad \frac{D(L)}{D_0}=S^2,\qquad S=\frac1N\sum_k\sqrt{\bar u_k}.$$

For two pieces, $S=(\sqrt{0.75}+\sqrt{0.25})/2=0.683$, and the ratio to constant width is $2S^2=0.933$. Two widths on pieces of equal length thus secure $(1-0.933)/(1-8/9)$, or about 60 %, of the available reduction. Four widths give a ratio of 0.906, about 85 % of it. The pieces need not be equally long: with two widths, placing the step one third of the length from the far end raises the share from 60 % to two thirds. These figures leave out the extra resistance where the current spreads at an abrupt step.

## Worked example: an upper-level copper strap

Take $L=500$ µm, $t=1$ µm, a mean width of 2 µm and $\rho=2$ µΩ cm, which is 0.02 Ω µm. The area is 1000 µm². The load is 20 µA/µm, or 10 mA in total, from a 0.8 V supply. Then

$$D_0=\frac{0.02\times10\times500^2}{1\times1000}\ \mathrm{mV}=50\ \mathrm{mV}.$$

The constant-width rail loses $50/2=25$ mV, or 3.1 % of the supply. The ideal taper loses $50\times4/9=22.2$ mV. Its width is 3 µm at the feed and 2.12 µm halfway along. Solving Kirchhoff's equations for a ladder of 2000 resistors gives the ratio 0.88889, in agreement with 8/9.

The peak current density falls from 0.50 to 0.33 MA/cm², and the heat loss from 167 to 133 µW. If 25 mV is acceptable, the taper needs 889 µm² of metal instead of 1000 µm².

With a minimum width of 0.4 µm, $m=0.4/2=0.2$ and $r=0.1335$. The constant-width tip has length $500r^2=8.9$ µm. The drop is 22.24 mV and the ratio is 0.8894. The manufacturing limit costs little here.

## What the model leaves out

Unless stated otherwise, the taper in the estimates below is the one with the 0.4 µm minimum width.

**Side walls and liner.** Take a rough electron mean free path $\lambda=40$ nm, fully diffuse side walls and a non-conducting liner $b=3$ nm thick on each side. For a wide line the resistivity rises by the fraction $3\lambda/(8w)$, and the liner removes the fraction $2b/w$ of the conductor. The total is 21 nm divided by $w$, about 1 % at 2 µm. The drops become 25.26 and 22.47 mV, and the ratio remains 0.889. The reason is that the correction adds a term proportional to $\int u/g^2\,du$. This is $1/2$ for constant width and $4/9$ for the ideal taper, so to first order both drops grow by the same factor. Scattering at the top and bottom surfaces is taken to be included in $\rho$.

**Loads that follow the voltage.** If each load current is proportional to its local supply voltage, with its nominal value at the full 0.8 V, the drops fall to 24.4 and 21.8 mV, with a ratio of 0.893.

**Discrete taps.** With 50 taps, each at the downstream end of its 10 µm interval, the drops are 25.5 and 22.9 mV and the ratio rises to 0.897. On average each slice carries an extra current $jL/100$, half of one tap current. The resulting extra drop is about $(D_0/100)\int du/g$, where the integral is 1 for constant width and $4/3$ for the ideal taper; the minimum width lowers the latter value to 1.25. This predicts increases of 0.50 mV for constant width and 0.62 mV for the taper with the minimum width, close to the 0.50 and 0.63 mV found.

The factor $4/3$ carries a warning: it is the ratio of the two total resistances from feed to end. If the whole load moved to the far end, the ideal taper would have a drop one third larger than the constant-width rail. A taper designed for one load distribution must therefore be checked against the others that can occur. Which of them is worst can depend on the widths, and the best choice may then be a compromise between them.

**Temperature.** With a rough temperature coefficient of 0.0039 per kelvin, heating the rail from 25 to 100 °C multiplies the resistivity by 1.29. The drops become 32.3 and 28.7 mV. A uniform temperature leaves the ratio unchanged. For self-heating, equate the heat per unit area, $J^2\rho t$, to vertical conduction through 5 µm of oxide with a rough conductivity of 1 W/(m K). At the feed this gives a rise of 2.5 K for constant width and 1.1 K for the taper. These are overestimates for an isolated rail: the oxide is thicker than the rail is wide, so heat also spreads sideways, which lowers the rise several times. In this estimate self-heating therefore changes the resistivity by at most about 1 %.

**Sideways flow.** Radial flow in a wedge of half-angle $a$ has resistance $\rho\ln(r_2/r_1)/(2at)$ between radii $r_1$ and $r_2$. The one-dimensional formula has $\tan a$ in place of $a$, so it is too low by the factor $\tan a/a\approx1+a^2/3$. The steepest width slope is 0.0224. For a taper symmetric about its centre line this means $a\approx0.0112$ and a local correction of about 42 parts per million at that point. With one straight edge the angle doubles and the correction is four times larger, about 170 parts per million. Elsewhere the slope, and with it this correction, is smaller. The estimate assumes that the loads draw current evenly across the width; sideways flow towards loads that tap one edge is not included.

**Current ramps.** For constant-width supply and return rails with centres 10 µm apart, the loop inductance is about 0.54 nH. If the load rises from zero to 10 mA in 1 ns, the mean current along the rail is half the total, and the inductive drop is about $0.5\times0.54\times10=2.7$ mV. The resistive drop of the two rails together is 50 mV. Local decoupling capacitance is not included.

## Use in a real power network

The dimensions, resistivity and current are round values, roughly in the range of upper-level copper power wiring on a chip. The peak current density, at the feed, is within a factor of a few of 1 MA/cm², a rough scale at which electromigration becomes a design concern. The model assumes a single feed, whereas a power network can also be a mesh with many connections to the supply. If the same rail is fed at equal voltage from both ends, symmetry splits it into two rails of length $L/2$ and area $A/2$. Because $D_0\propto L^3/A$, the drop falls by a factor $(1/8)/(1/2)=1/4$, from 25 to about 6 mV for constant width. Tapering each half towards the middle still gives the ratio 8/9. In a general mesh the current distribution depends on the widths, so the prescribed-current proof does not apply.

For an end-fed branch with known loads, sum the load currents downstream of each piece, take square roots of the mean piece currents, and scale the widths to the available area. If some widths fall below the limit, set them to the limit and rescale the others, repeating until all are permitted. The benefit is real only if the metal area, or the space released beside the narrow end, has value in the layout. If the routing channel is reserved at the full feed width along its whole length, filling it with metal gives a lower drop than any taper inside it.

The numerical output below lists the values for this example.

## Calculated quantities

```
Length: 500 um
Thickness: 1.0 um
Mean width: 2.0 um
Metal area: 1000 um2
Resistivity: 2.0 uohm cm
Total current: 10.0 mA
Load per length: 20.0 uA/um
Supply: 0.8 V
Minimum width: 0.4 um
Drop, constant width: 25.000 mV
Drop, ideal taper: 22.222 mV
Ladder drop, ideal taper: 22.222 mV
Ladder ratio taper/constant: 0.88889
Minimizer ratio, 40 pieces: 0.88950
Constant-width drop / supply: 3.12 %
Ideal width at feed: 3.00 um
Ideal width at midpoint: 2.12 um
Metal for constant-width drop: 888.9 um2
Peak density, constant: 0.500 MA/cm2
Peak density, ideal: 0.333 MA/cm2
Heat loss, constant: 166.7 uW
Heat loss, ideal: 133.3 uW
Ratio, two widths: 0.9330
Ratio, four widths: 0.9058
Floor rail: r: 0.1335
Floor rail: q: 0.00238
Floor rail: feed width: 2.9964 um
Floor rail: length at minimum: 8.91 um
Floor rail: drop: 22.235 mV
Floor rail: ratio: 0.88942
Test floor 0.7: formula ratio: 0.9142
Test floor 0.7: minimizer ratio: 0.9142
Mean free path (rough): 40 nm
Liner per side (rough): 3 nm
Walls+liner: constant drop: 25.264 mV
Walls+liner: floor drop: 22.469 mV
Walls+liner: ratio: 0.88936
Voltage-following: constant drop: 24.365 mV
Voltage-following: floor drop: 21.751 mV
Voltage-following: ratio: 0.89272
50 taps: constant drop: 25.500 mV
50 taps: floor drop: 22.865 mV
50 taps: ratio: 0.89667
Temperature coefficient (rough): 0.0039 1/K
100 C: resistivity factor: 1.2925
100 C: constant drop: 32.31 mV
100 C: floor drop: 28.74 mV
Oxide below rail (rough): 5 um
Oxide conductivity (rough): 1.0 W/(m K)
Peak self-heating, constant: 2.50 K
Peak self-heating, floor: 1.11 K
Steepest width slope: 0.0224
Wedge resistance excess: 42.0 ppm
Return-rail spacing: 10 um
Current ramp time: 1 ns
Loop inductance: 0.540 nH
Inductive loop drop: 2.70 mV
```
